# Resistance of a circular via on a thin film

A metal via with a circular foot of radius $a$ lands on a thin conducting film. Between them lies a poorly conducting interface layer. Current $I$ passes down the via, through the interface and into the film, then leaves sideways. The problem is to find the resistance of this contact, including the part due to current spreading in the film beneath the via.

The model has three assumptions.

- The via foot is an equipotential at $V_0$.
- The interface is uniform and ohmic. A voltage $\Delta V$ across it drives the current density $\Delta V/\rho_c$, where $\rho_c$ is the specific interface resistance, in ohm cm².
- The film has thickness $t$, an insulating underside and sheet resistance $R_s=\rho/t$, where $\rho$ is its resistivity. It is thin enough for its potential $V$ to be taken as constant through the thickness.

The contact resistance is defined up to the rim of the via:

$$R=\frac{V_0-\bar V(a)}{I},$$

where $\bar V(a)$ is the film potential averaged around the circle $r=a$. The film outside the rim belongs to the rest of the circuit. If the current is collected on a concentric circle of radius $b$, that outer film adds $\int_a^b R_s\,dr/(2\pi r)=R_s\ln(b/a)/(2\pi)$.

## (a) What equation governs the film potential under the via?

Allow for current that leaves the via unevenly, for instance towards one side.

**Solution.** Let $\mathbf K$ be the current per unit width in the film. Ohm's law and the interface law read

$$\mathbf K=-\frac{\nabla V}{R_s},\qquad j=\frac{V_0-V}{\rho_c},$$

with $j$ positive into the film. In the steady state the current entering a small patch from above must leave it sideways, so $\nabla\cdot\mathbf K=j$. Hence

$$-\frac{\nabla^2V}{R_s}=\frac{V_0-V}{\rho_c}.$$

Define the interface voltage $u=V_0-V$. Since $V_0$ is constant, $\nabla^2u=-\nabla^2V$, and

$$\nabla^2u=\frac{u}{L^2},\qquad L=\sqrt{\frac{\rho_c}{R_s}}.$$

The transfer length $L$ sets the scale of the exchange between film and via. Under a via much wider than $L$, most of the current enters within a distance of about $L$ from the rim; under a via much narrower than $L$, it enters almost evenly over the whole foot.

In polar coordinates,

$$\nabla^2u=\frac{\partial^2u}{\partial r^2}+\frac1r\frac{\partial u}{\partial r}+\frac1{r^2}\frac{\partial^2u}{\partial\phi^2}.$$

Average over $\phi$. The last term gives zero, because $\partial u/\partial\phi$ returns to its starting value after a full turn. The average $\bar u(r)$ therefore obeys

$$\bar u''+\frac{\bar u'}r=\frac{\bar u}{L^2}.\tag{1}$$

The current crossing a circle of radius $r$ in the film also depends on the average alone:

$$I(r)=2\pi r\,\bar K_r=-\frac{2\pi r}{R_s}\bar V'=\frac{2\pi r}{R_s}\bar u'.\tag{2}$$

Thus $R$ does not depend on the direction in which the current leaves, provided the rim average is used.

## (b) Which solution of (1) is physical?

**Solution.** Put $s=r/L$ and try $\bar u=\sum_n c_ns^n$. Because $(s^n)''+(s^n)'/s=n^2s^{n-2}$, equation (1) requires $c_1=0$ and $n^2c_n=c_{n-2}$. Only even powers survive. With $n=2k$, repeated use gives $c_{2k}=c_0/[4^k(k!)^2]$. This series is the modified Bessel function

$$I_0(s)=\sum_{k=0}^\infty\frac{(s/2)^{2k}}{(k!)^2}=1+\frac{s^2}4+\frac{s^4}{64}+\dots$$

To find the second solution, write $\bar u=I_0w$. Since $I_0$ itself solves the equation, the terms in $w$ cancel and leave

$$I_0w''+\left(2I_0'+\frac{I_0}s\right)w'=0.$$

Multiplication by $sI_0$ turns this into $(sI_0^2w')'=0$, so $w'=\text{const}/(sI_0^2)$. Near the centre $w$ is logarithmic and $r\bar u'$ tends to a non-zero constant. By (2) that would be a finite current entering at the single point $r=0$. The interface supplies none, so this solution is excluded:

$$\bar u(r)=C\,I_0(r/L).$$

## (c) Find the resistance.

**Solution.** Define $I_1=I_0'$. Differentiating the series term by term,

$$I_1(s)=\frac s2\left(1+\frac{s^2}8+\frac{s^4}{192}+\dots\right).$$

All the via current has entered the film by $r=a$. With $x=a/L$, equation (2) gives

$$I=\frac{2\pi a}{R_sL}\,C\,I_1(x).$$

The rim voltage is $\bar u(a)=C\,I_0(x)$. Dividing, $C$ cancels:

$$\boxed{R=\frac{R_sL}{2\pi a}\,\frac{I_0(a/L)}{I_1(a/L)}}\tag{3}$$

## (d) What remains when the via is small compared with $L$?

Keep the first correction, so that the error can be judged.

**Solution.** Write

$$\frac{I_0}{I_1}=\frac2x\,\frac{1+x^2/4+x^4/64+\dots}{1+x^2/8+x^4/192+\dots}=\frac2x\left(1+\alpha x^2+\beta x^4+\dots\right).$$

Multiply out by the denominator and compare powers. Order $x^2$ gives $\alpha+\frac18=\frac14$, so $\alpha=\frac18$. Order $x^4$ gives $\beta+\frac\alpha8+\frac1{192}=\frac1{64}$, so

$$\beta=\frac{3-3-1}{192}=-\frac1{192}.$$

The prefactor in (3) is $R_s/(2\pi x)$. Therefore

$$R=\frac{R_s}{\pi x^2}+\frac{R_s}{8\pi}-\frac{R_sx^2}{192\pi}+\dots$$

Finally $x^2=a^2R_s/\rho_c$, and

$$\boxed{R=\frac{\rho_c}{\pi a^2}+\frac{R_s}{8\pi}-\frac{R_s^2a^2}{192\pi\rho_c}+\dots}\tag{4}$$

The first term is the interface resistance for uniform flux. The second does not depend on the radius. The sheet model also needs $t\ll a$ and $t\ll L$, so the regime of the two-term form is $t\ll a\ll L$. It is not the limit $a\to0$ at fixed thickness.

## (e) Where does the factor $1/(8\pi)$ come from?

**Solution.** When $a\ll L$ the interface voltage hardly varies under the via, so to leading order current enters uniformly. The current already collected inside radius $r$ is then $I(r)=Ir^2/a^2$.

The film potential falls outwards at the rate $R_sI(r)/(2\pi r)$, which gives

$$V(r)-V(a)=\int_r^a\frac{R_sI\,r'}{2\pi a^2}\,dr'=\frac{R_sI}{4\pi}\left(1-\frac{r^2}{a^2}\right).$$

The centre lies $R_sI/(4\pi)$ above the rim. Averaged over the disc, $1-r^2/a^2$ equals $\frac12$, so the mean film potential lies $R_sI/(8\pi)$ above the rim. The mean interface voltage is $\rho_c$ times the mean flux, or $\rho_cI/(\pi a^2)$. Adding these two voltages gives the first two terms of (4).

Heat gives the same number. A film ring of width $dr$ has resistance $R_s\,dr/(2\pi r)$, and for axisymmetric flow the film under the via dissipates

$$\int_0^a\frac{R_s}{2\pi r}\,\frac{I^2r^4}{a^4}\,dr=\frac{R_sI^2}{2\pi a^4}\,\frac{a^4}4=\frac{R_sI^2}{8\pi}.$$

The full $R_s/(4\pi)$ does not appear because most of the current enters away from the centre and crosses only part of the film.

## (f) Is the two-term form too high or too low at larger radius? How sensitive is $R$ to $R_s$?

**Solution.** Consider axisymmetric flow. Let $F(r)$ be any distribution of collected current with $F(0)=0$ and $F(a)=I$. The flux through the interface is $F'/(2\pi r)$, and the total heat is

$$D[F]=\int_0^a\frac{R_sF^2+\rho_cF'^2}{2\pi r}\,dr.$$

For the true current, $u=\rho_cF'/(2\pi r)$ and $u'=R_sF/(2\pi r)$. Its heat is therefore

$$D[F]=\int_0^a(u'F+uF')\,dr=u(a)I=I^2R.$$

Now add a change $\delta(r)$ that vanishes at $0$ and $a$. The cross term is

$$2\int_0^a(u'\delta+u\delta')\,dr=2\,[u\delta]_0^a=0,$$

so $D[F+\delta]=D[F]+D[\delta]$. The true current gives the least heat. Uniform injection is an allowed trial, and by (e) its heat is $I^2$ times the two-term form. The true flux is not uniform, so the trial lies strictly higher.

For a lower bound, drop the positive film heat. The mean of $j^2$ is at least the square of the mean of $j$, so the interface heat is at least $\rho_cI^2/(\pi a^2)$. Within the sheet model, for every radius,

$$\frac{\rho_c}{\pi a^2}<R<\frac{\rho_c}{\pi a^2}+\frac{R_s}{8\pi}.\tag{5}$$

The same property gives the sensitivity. If $R_s$ changes slightly, the current redistributes, but this affects the heat only at second order. To first order just the explicit factor $R_s$ in $D$ counts:

$$R_s\frac{\partial R}{\partial R_s}=\frac{\text{film heat}}{I^2},\qquad \rho_c\frac{\partial R}{\partial\rho_c}=\frac{\text{interface heat}}{I^2}.\tag{6}$$

To evaluate the film part, let $q=I_0/I_1$, so that $R=R_sq/(2\pi x)$. At fixed $a$ and $\rho_c$, $x\propto\sqrt{R_s}$, hence

$$R_s\frac{\partial R}{\partial R_s}=R+\frac x2\frac{\partial R}{\partial x}\bigg|_{R_s}=\frac{R_s}{2\pi}\left[\frac qx+\frac12\left(q'-\frac qx\right)\right].$$

The Bessel equation gives $I_1'=I_0-I_1/x$, so $q'=1-qI_1'/I_1=1-q^2+q/x$, and

$$\frac{\text{film heat}}{I^2}=\frac{R_s}{2\pi}\left[\frac qx+\frac{1-q^2}2\right].\tag{7}$$

## (g) What happens when the via is much wider than $L$?

**Solution.** Let $p=I_1/I_0$. From $I_0''+I_0'/s=I_0$,

$$p'+p^2+\frac ps=1.$$

Both series have positive terms, so $p>0$. At large $s$ the term $p/s$ fades, and $p'\approx1-p^2$ drives any positive $p$ towards $1$. Insert $p=1+c/s+\dots$. At order $1/s$ this gives $2c+1=0$, so $c=-\frac12$. Thus $1/p=1+1/(2s)+\dots$, and

$$R=\frac{\sqrt{R_s\rho_c}}{2\pi a}\left(1+\frac L{2a}+\dots\right),\qquad a\gg L.$$

Here $R_sL=\sqrt{R_s\rho_c}$ was used. Current enters mainly through a belt of width about $L$ inside the rim. The resistance then falls as $1/a$, and the middle of the via contributes little. The two-term form instead tends to the constant $R_s/(8\pi)$, which is wrong in this limit.

## (h) Evaluate a via on a thin-film resistor.

Take $a=100$ nm, $t=20$ nm, $R_s=100$ ohm per square, $\rho_c=1.0\times10^{-8}$ ohm cm² and $I=0.10$ mA. Then vary the radius with $R_s$ and $\rho_c$ fixed.

**Solution.** The transfer length is

$$L=\sqrt{\frac{10^{-8}\ \text{cm}^2}{100}}=10^{-5}\ \text{cm}=100\ \text{nm},\qquad x=1.$$

With $I_0(1)=1.26607$ and $I_1(1)=0.56516$, equation (3) gives

$$R=\frac{100}{2\pi}\,\frac{1.26607}{0.56516}=35.65\ \text{ohm}.$$

The two-term form gives $31.83+3.98=35.81$ ohm. Measured against the sheet-model result (3), it is high by 0.16 ohm, or 0.4% of $R$, although $a$ is not small compared with $L$. The small coefficient $1/192$ explains this: the next term in (4) is $-0.17$ ohm.

The flux at the rim, averaged around the circle, is $I_0(1)=1.27$ times that at the centre. For axisymmetric flow, equation (7) gives a film heat of $3.68I^2$, with the coefficient in ohms. The interface takes the remaining $31.98I^2$. The film's share is 10%.

| $a$ (nm) | $R$ from (3) (ohm) | two-term form (ohm) |
|---:|---:|---:|
| 50 | 131.26 | 131.30 |
| 100 | 35.65 | 35.81 |
| 200 | 11.40 | 11.94 |
| 400 | 4.61 | 5.97 |

Solving numerically for an excess of 1% over (3) gives $a=1.26L$, here 126 nm. At 400 nm the excess is about 30%.

## (i) How far can these numbers be trusted for a real via?

**Solution.** Start with the film thickness. For uniform injection $j$ at the top and an insulating underside, the vertical current density at depth $z$ is, to leading order, $j(1-z/t)$. The potential at depth $z$ is lower than at the top by $\rho j(z-z^2/2t)$. Its average over the thickness is $\rho j(t/2-t/6)=\rho tj/3$. The interface law, written with the thickness-averaged potential, therefore contains

$$\rho_c+\frac{\rho t}3=\rho_c+\frac{R_st^2}3$$

in place of $\rho_c$. In the example this raises $R$ by 0.43 ohm. A finite-volume solution of the axisymmetric potential in both $r$ and $z$, with the outer film subtracted, gives 0.40 ohm, about 1% of $R$. The estimate omits the bending of current lines near the rim. This shift is larger than the 0.16 ohm found in (h). For the 20 nm film $R$ is about 36.06 ohm, so at $a=100$ nm the two-term value of 35.81 ohm lies below it, and the upper bound in (5) holds only within the sheet model.

The condition $t\ll a$ matters for the constant term. For a via of radius 10 nm on the same film, the finite-volume solution gives $R-\rho_c/(\pi a^2)=30$ ohm, not $R_s/(8\pi)=4$ ohm. The interface term is then about 3200 ohm, so the total changes by only about 1%, but the constant in (4) no longer describes the film's contribution.

Uneven exit needs care in defining the voltage. A numerical solution for a film disc of radius 500 nm, drained through one eighth of its outer edge, gives 35.66 ohm from the rim average, in agreement with (a). The highest and lowest rim potentials, however, differ by 11 ohm times $I$. The potential at an arbitrarily chosen rim point therefore cannot replace the average.

The inputs are rough values for a tungsten via on a nitride resistor film in a wiring stack. The chosen $\rho_c$ represents an interface with a resistive residue; a clean metal contact can be far better. If $\rho_c$ were a hundred times smaller at the same $R_s$, $L$ would be 10 nm, less than the film thickness, and the sheet model would fail. A real plug also has resistance. With resistivity 15 microohm cm and height 300 nm, its column adds 1.4 ohm in series, 4% of $R$. Including the plug in the finite-volume solution shows that its departure from an equipotential adds less than 0.001 ohm more. The interface is the larger uncertainty: by (6), a 10% change in $\rho_c$ moves $R$ by about 3.2 ohm. Patchy residue and etching into the film are not covered by these estimates.

Temperature has a smaller effect through the film. For an assumed coefficient of $-200$ ppm/K, a rise of 100 K lowers $R_s$ by 2%. With $\rho_c$ held fixed, $R$ changes by $-0.02\times3.68=-0.07$ ohm. Any temperature dependence of $\rho_c$ must be added. So must that of the plug column in series: if its resistivity rises at roughly the rate of bulk tungsten, about 0.024 microohm cm per kelvin, the column gains about 0.2 ohm over 100 K, which is larger than the film effect and of opposite sign.

For self-heating, take axisymmetric flow, for which the power in the interface and the film under the via is $I^2R=0.36$ microwatt. A one-sided exit produces more heat there, mainly because the film also carries current across the via region; the less even flux through the interface adds a smaller part. Treat the foot as an isothermal disc on a thick oxide of conductivity $k=1.4$ W/(m K), whose thermal resistance is $1/(4ka)$. The temperature rise is then about 0.6 K. This holds only for that heat path and does not predict the temperature of a real via. A tungsten plug leading to cool metal above can carry away more heat than the oxide. Heat made in the rest of the resistor adds a further rise, which depends on the resistor's dimensions and can exceed 0.6 K in a narrow strip.

The interface voltage averaged around the rim is 3.6 mV; with a one-sided exit the local value is higher on the exit side. If the residue conducts by tunnelling through a barrier of order 1 eV, this small voltage is consistent with the assumed ohmic law, though it does not prove it.

Numbers in the example were calculated in double precision.
